# An RPA embedding energy without double counting: verification in Python

```python
"""Embedding energy without double counting:
    E = E_RPA(full, v) - E_RPA(active, U) + E_exact(active, U)
v: bare interaction (pq|rs); U: static interaction screened by all
particle-hole pairs that are not wholly active (constrained RPA).
eps: Hartree-Fock orbital energies; nocc: doubly occupied orbitals;
active: sorted list of active orbitals. RPA means direct (ring) RPA.
The active one-body part is chosen so that the active mean field has the
reference orbitals and energies. Tests: a six-site chain and H2.
Energies are in hartree for H2 and in units of the hopping for the chain.
"""
import numpy as np
from pyscf import gto, scf, fci, ao2mo
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def mean_field(v, density):
    """Closed-shell 2J-K for a one-spin density matrix."""
    return (2 * np.einsum("pqrs,rs->pq", v, density)
            - np.einsum("prsq,rs->pq", v, density))


def solve_hf(h, v, nocc, guess):
    """Damped self-consistent field from a guessed Fock matrix."""
    c = np.linalg.eigh(guess)[1]
    density = c[:, :nocc] @ c[:, :nocc].T
    for _ in range(3000):
        fock = h + mean_field(v, density)
        eps, c = np.linalg.eigh(fock)
        new = c[:, :nocc] @ c[:, :nocc].T
        change = np.abs(new - density).max()
        density = 0.5 * density + 0.5 * new
        if change < 1e-12:
            break
    assert change < 1e-10
    return eps, c, np.sum((h + fock) * density)


def pair_data(eps, v, nocc):
    gaps = (eps[None, nocc:] - eps[:nocc, None]).ravel()
    n = gaps.size
    return gaps, v[:nocc, nocc:, :nocc, nocc:].reshape(n, n)


def ring_energy(eps, v, nocc):
    """Direct RPA correlation energy from plasmon frequencies."""
    gaps, k = pair_data(eps, v, nocc)
    if gaps.size == 0:
        return 0.0
    root = np.sqrt(gaps)
    m = np.diag(gaps**2) + 4 * root[:, None] * k * root[None, :]
    omega = np.sqrt(np.linalg.eigvalsh(m))
    return 0.5 * (omega.sum() - gaps.sum() - 2 * np.trace(k))


def rest_mask(eps, nocc, active):
    return np.array([not (i in active and a in active)
                     for i in range(nocc) for a in range(nocc, len(eps))])


def screened(eps, v, nocc, active, u=0.0, mask=None):
    """Interaction in the active space at imaginary frequency u."""
    if mask is None:
        mask = rest_mask(eps, nocc, active)
    n = len(active)
    bare = v[np.ix_(active, active, active, active)]
    if not mask.any():
        return bare
    gaps, k = pair_data(eps, v, nocc)
    link = v[np.ix_(active, active)][:, :, :nocc, nocc:]
    link = link.reshape(n * n, -1)[:, mask]
    strength = 4 * gaps[mask] / (gaps[mask]**2 + u**2)
    kernel = np.diag(1 / strength) + k[np.ix_(mask, mask)]
    change = link @ np.linalg.solve(kernel, link.T)
    return bare - change.reshape(n, n, n, n)


def two_electron_matrix(h, v):
    """Hamiltonian in the symmetric (singlet) two-electron space."""
    n = len(h)
    one = np.eye(n)
    full = np.kron(h, one) + np.kron(one, h)
    full = full + v.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    columns = []
    for p in range(n):
        for q in range(p, n):
            x = np.zeros((n, n))
            x[p, q] = x[q, p] = 1.0
            columns.append(x.ravel() / np.linalg.norm(x))
    t = np.array(columns).T
    return t.T @ full @ t


def exact_energy(h, v, nocc):
    if nocc == 1:
        return np.linalg.eigvalsh(two_electron_matrix(h, v))[0]
    return fci.direct_spin1.kernel(h, v, len(h), (nocc, nocc), tol=1e-13)[0]


def active_solution(eps, u_int, nocc):
    """One-body part, exact and ring correlation energies."""
    density = np.diag((np.arange(len(eps)) < nocc).astype(float))
    h = np.diag(eps) - mean_field(u_int, density)
    reference = np.sum((h + np.diag(eps)) * density)
    exact = exact_energy(h, u_int, nocc) - reference
    return h, exact, ring_energy(eps, u_int, nocc)


def embedding_correction(eps, v, nocc, active, u_int=None):
    if u_int is None:
        u_int = screened(eps, v, nocc, active)
    n_active_occ = sum(p < nocc for p in active)
    _, exact, ring = active_solution(eps[active], u_int, n_active_occ)
    return exact - ring


def split_ring_energy(eps, v, nocc, active):
    """Quadrature: rest part, active part with W(iu), coupling term."""
    x, weight = np.polynomial.legendre.leggauss(120)
    grid, weight = (1 + x) / (1 - x), 2 * weight / (1 - x)**2
    gaps, k = pair_data(eps, v, nocc)
    mask = rest_mask(eps, nocc, active)
    o = sum(p < nocc for p in active)
    bare = v[np.ix_(active, active, active, active)]
    ga, ka = pair_data(eps[active], bare, o)
    parts, worst = np.zeros(3), 0.0

    def logdet(matrix, strength):
        return np.linalg.slogdet(np.eye(len(strength))
                                 + matrix * strength[None, :])[1]

    for u, w in zip(grid, weight):
        s = 4 * gaps / (gaps**2 + u**2)
        sa = 4 * ga / (ga**2 + u**2)
        wr = screened(eps, v, nocc, active, u)
        kw = pair_data(eps[active], wr, o)[1]
        kr = k[np.ix_(mask, mask)]
        log_rest, log_active = logdet(kr, s[mask]), logdet(kw, sa)
        worst = max(worst, abs(logdet(k, s) - log_rest - log_active))
        parts += w / (2 * np.pi) * np.array([
            log_rest - np.diag(kr) @ s[mask],
            log_active - np.diag(kw) @ sa,
            -np.diag(ka - kw) @ sa])
    return parts, worst


# ---- Many-electron test: six sites, six electrons, round parameters ----
sites, nocc = 6, 3
distance = np.abs(np.subtract.outer(np.arange(sites), np.arange(sites)))
gamma = 2.0 / (1.0 + distance)
h_site = -1.0 * (distance == 1) + np.diag([0.5, -0.5] * 3)
h_site = h_site - np.diag(gamma.sum(axis=1) - np.diag(gamma))
v_site = np.zeros((sites,) * 4)
for p in range(sites):
    for q in range(sites):
        v_site[p, p, q, q] = gamma[p, q]
tight_binding = -1.0 * (distance == 1) + np.diag([0.5, -0.5] * 3)
eps, c, e_hf = solve_hf(h_site, v_site, nocc, tight_binding)
v = np.einsum("abcd,ap,bq,cr,ds->pqrs", v_site, c, c, c, c, optimize=True)
assert eps[nocc] > eps[nocc - 1]
chain_rpa = ring_energy(eps, v, nocc)
active = [1, 2, 3, 4]
parts, worst = split_ring_energy(eps, v, nocc, active)
assert worst < 1e-10
assert abs(parts.sum() - chain_rpa) < 1e-8

u_int = screened(eps, v, nocc, active)
h_active, _, _ = active_solution(eps[active], u_int, 2)
noise = np.random.default_rng(1).normal(size=(4, 4))
guess = np.diag(eps[active]) + 0.05 * (noise + noise.T)
eps_again = solve_hf(h_active, u_int, 2, guess)[0]
assert np.abs(eps_again - eps[active]).max() < 1e-8

# At weak coupling the correction must reduce to second-order exchange.
ea = eps[active]
kk = u_int[:2, 2:, :2, 2:]
denominator = (ea[None, 2:, None, None] + ea[None, None, None, 2:]
               - ea[:2, None, None, None] - ea[None, None, :2, None])
exchange2 = np.sum(kk * kk.transpose(0, 3, 2, 1) / denominator)


def scaled_correction(strength):
    _, exact, ring = active_solution(ea, strength * u_int, 2)
    return (exact - ring) / strength**2


weak = 0.004
measured2 = 2 * scaled_correction(weak / 2) - scaled_correction(weak)
assert abs(measured2 - exchange2) < 2e-3 * abs(exchange2)

chain_fci = fci.direct_spin1.kernel(h_site, v_site, sites, (3, 3),
                                    tol=1e-13)[0]
chain_mid = e_hf + chain_rpa + embedding_correction(eps, v, nocc, active)
chain_all = e_hf + chain_rpa + embedding_correction(
    eps, v, nocc, list(range(sites)))
assert abs(chain_all - chain_fci) < 1e-8

print("Chain: 6 sites, 6 electrons; energies in units of hopping")
print(f"chain ring energy {chain_rpa:.6f}; rest, active, coupling:",
      " ".join(f"{x:.6f}" for x in parts))
print(f"chain second-order exchange: formula {exchange2:.6f},"
      f" from exact-RPA {measured2:.6f}")
print(f"chain totals: RPA {e_hf + chain_rpa:.6f},"
      f" 4 active {chain_mid:.6f}, all active {chain_all:.6f},"
      f" exact {chain_fci:.6f}")

# ---- H2, cc-pVDZ ----
for bond in (1.4, 4.0):
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {bond}", unit="Bohr",
                basis="cc-pvdz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-13, 1e-8
    e_hf = mf.kernel()
    assert mf.converged
    eps, n = mf.mo_energy, len(mf.mo_energy)
    v = ao2mo.restore(1, ao2mo.kernel(mol, mf.mo_coeff), n)
    e_fci = fci.FCI(mf).kernel()[0]
    full_ring = ring_energy(eps, v, 1)
    e_rpa = e_hf + full_ring
    active = [0, 1]
    bare = v[:2, :2, :2, :2]
    u_int = screened(eps, v, 1, active)
    _, exact, ring = active_solution(eps[active], u_int, 1)
    parts, worst = split_ring_energy(eps, v, 1, active)
    assert worst < 1e-10 and abs(parts.sum() - full_ring) < 1e-8

    gap = eps[1] - eps[0]
    jgg, juu = u_int[0, 0, 0, 0], u_int[1, 1, 1, 1]
    jgu, kgu = u_int[0, 0, 1, 1], u_int[0, 1, 0, 1]
    delta = gap + 0.5 * (jgg + juu) - 2 * jgu + kgu
    exact_closed = delta - np.hypot(delta, kgu)
    ring_closed = 0.5 * (np.sqrt(gap**2 + 4 * gap * kgu) - gap - 2 * kgu)
    assert abs(exact_closed - exact) < 1e-9
    assert abs(ring_closed - ring) < 1e-10

    e_emb = e_rpa + exact - ring
    e_bare = e_rpa + embedding_correction(eps, v, 1, active, bare)
    everything = list(range(n))
    e_none = e_rpa + embedding_correction(eps, v, 1, [0])
    e_all = e_rpa + embedding_correction(eps, v, 1, everything)
    assert abs(e_none - e_rpa) < 1e-10
    assert abs(e_all - e_fci) < 1e-8
    all_pairs = np.ones(n - 1, dtype=bool)
    w_full = screened(eps, v, 1, everything, mask=all_pairs)
    e_wrong = e_rpa + embedding_correction(eps, v, 1, everything, w_full)
    assert abs(e_wrong - e_fci) > 1e-3

    print(f"H2, bond {bond:.1f} bohr, cc-pVDZ, {n} orbitals; hartree")
    print(f"gap eps_u-eps_g {gap:.6f}")
    print(f"bare Jgg {bare[0,0,0,0]:.6f} Juu {bare[1,1,1,1]:.6f}"
          f" Jgu {bare[0,0,1,1]:.6f} K {bare[0,1,0,1]:.6f}")
    print(f"screened Jgg {jgg:.6f} Juu {juu:.6f}"
          f" Jgu {jgu:.6f} K {kgu:.6f}")
    print(f"Delta {delta:.6f}; active correlation: exact {exact:.6f},"
          f" RPA {ring:.6f}, difference {exact - ring:.6f}")
    print(f"full ring energy {full_ring:.6f}: rest {parts[0]:.6f},"
          f" active dynamic {parts[1]:.6f}, coupling {parts[2]:.6f}")
    print(f"E HF                        {e_hf:.6f}")
    print(f"E full RPA                  {e_rpa:.6f}")
    print(f"E embedding, screened U     {e_emb:.6f}")
    print(f"E embedding, bare v         {e_bare:.6f}")
    print(f"E without subtraction       {e_rpa + exact:.6f}")
    print(f"E full CI                   {e_fci:.6f}")
    print(f"E all active, fully screened W (wrong) {e_wrong:.6f}")
    print(f"error vs full CI in eV: RPA {(e_rpa-e_fci)*HARTREE_EV:.3f},"
          f" embedding {(e_emb-e_fci)*HARTREE_EV:.3f}")

print("H2 at 4.0 bohr: active orbitals, E embedding, error (hartree)")
for size in range(1, n + 1):
    if size == n or eps[size] - eps[size - 1] > 1e-5:
        e = e_rpa + embedding_correction(eps, v, 1, list(range(size)))
        print(f"{size:3d} {e:.6f} {e - e_fci:.6f}")

print("all good")
```

Printed output:

```
Chain: 6 sites, 6 electrons; energies in units of hopping
chain ring energy -0.115171; rest, active, coupling: -0.039725 -0.042444 -0.033002
chain second-order exchange: formula 0.023467, from exact-RPA 0.023467
chain totals: RPA -16.367843, 4 active -16.359992, all active -16.352341, exact -16.352341
H2, bond 1.4 bohr, cc-pVDZ, 10 orbitals; hartree
gap eps_u-eps_g 0.789432
bare Jgg 0.658686 Juu 0.334639 Jgu 0.384566 K 0.056082
screened Jgg 0.586008 Juu 0.330673 Jgu 0.370499 K 0.046616
Delta 0.553391; active correlation: exact -0.001960, RPA -0.002469, difference 0.000509
full ring energy -0.044821: rest -0.035694, active dynamic -0.002569, coupling -0.006558
E HF                        -1.128709
E full RPA                  -1.173530
E embedding, screened U     -1.173021
E embedding, bare v         -1.172766
E without subtraction       -1.175490
E full CI                   -1.163399
E all active, fully screened W (wrong) -1.166220
error vs full CI in eV: RPA -0.276, embedding -0.262
H2, bond 4.0 bohr, cc-pVDZ, 10 orbitals; hartree
gap eps_u-eps_g 0.326701
bare Jgg 0.404738 Juu 0.388811 Jgu 0.389390 K 0.156743
screened Jgg 0.384187 Juu 0.367694 Jgu 0.369387 K 0.142793
Delta 0.106660; active correlation: exact -0.071571, RPA -0.035341, difference -0.036230
full ring energy -0.063941: rest -0.017343, active dynamic -0.035739, coupling -0.010859
E HF                        -0.906781
E full RPA                  -0.970722
E embedding, screened U     -1.006951
E embedding, bare v         -1.014983
E without subtraction       -1.042292
E full CI                   -1.012404
E all active, fully screened W (wrong) -0.999129
error vs full CI in eV: RPA 1.134, embedding 0.148
H2 at 4.0 bohr: active orbitals, E embedding, error (hartree)
  1 -0.970722 0.041683
  2 -1.006951 0.005453
  3 -1.007593 0.004811
  4 -1.021007 -0.008603
  5 -1.019900 -0.007496
  7 -1.016488 -0.004084
  9 -1.013511 -0.001107
 10 -1.012404 -0.000000
all good
```
